# Moment Checks for Squared Clebsch-Gordan Coefficients

## Problem

Two angular momenta $\mathbf J_1$ and $\mathbf J_2$ act on different degrees of freedom, so every component of one commutes with every component of the other. Their quantum numbers $j_1,j_2$ are fixed non-negative integers or half-integers. We set $\hbar=1$, which makes all quantities below dimensionless. The product state $|m_1m_2\rangle$ has definite projections $m_1$ and $m_2$. The coupled state $|JM\rangle$ has definite $\mathbf J^2$ and $J_z$, where $\mathbf J=\mathbf J_1+\mathbf J_2$. Both sets are orthonormal. Write

$$
a_i=j_i(j_i+1),\qquad x_J=J(J+1),\qquad
p_J=|\langle j_1m_1j_2m_2|JM\rangle|^2,
$$

with $M=m_1+m_2$, and define the moments

$$
S_k=\sum_J x_J^{\,k}\,p_J ,
$$

where $m_1$ and $m_2$ stay fixed while $J$ runs over its allowed values.

**(a)** Prove that $S_0=1$ and

$$
\sum_J J(J+1)\,|\langle j_1m_1j_2m_2|JM\rangle|^2
=j_1(j_1+1)+j_2(j_2+1)+2m_1m_2 .
$$

**(b)** Find $S_2$ in terms of $j_1,j_2,m_1,m_2$. When does $J(J+1)$ have no spread in the product state?

**(c)** For $j_1=2$, $j_2=1$, $m_1=1$, $m_2=0$, three candidate lists of $p_J$ are offered, in the order $J=1,2,3$:

- List A: $1/6,\;3/10,\;8/15$
- List B: $1/5,\;1/3,\;7/15$
- List C: $3/10,\;1/6,\;8/15$

Decide which list is right, using only the moments. Do the moments settle the matter completely?

## Hints

1. Read $p_J$ as the probability of finding $J$ in the state $|m_1m_2\rangle$. What operator has the mean value $S_1$?
2. Write $\mathbf J_1\cdot\mathbf J_2$ with raising and lowering operators. Which terms return the original product state?
3. For a Hermitian operator $H$, the mean of $H^2$ is the squared length of $H|\psi\rangle$. Apply this to $H=\mathbf J^2$.
4. With three possible values of $J$, look for a quadratic polynomial in $x$ that vanishes at two of them.

## Solution

### (a) Normalization and first moment

We first need the allowed values of $J$. The number of multiplets with $J=K$ is the number of product states with $M=K$ minus the number with $M=K+1$, because a multiplet contributes one state to each projection from $-J$ to $J$. Starting from the single state at $M=j_1+j_2$, the number of product states grows by one at each downward step until $M=|j_1-j_2|$. It then stays constant down to $M=-|j_1-j_2|$. Each $J$ from $|j_1-j_2|$ to $j_1+j_2$, in unit steps, therefore occurs once. A state with projection $M$ also needs $J\ge|M|$, so the sum runs from $\max(|j_1-j_2|,|M|)$ to $j_1+j_2$.

Since $J_z=J_{1z}+J_{2z}$, the product state has projection $M=m_1+m_2$ and contains no other projection:

$$
|m_1m_2\rangle=\sum_J |JM\rangle\langle JM|m_1m_2\rangle .
$$

The squared length of the left side is 1. On the right, orthonormality leaves $\sum_Jp_J$, so $S_0=1$.

Because $\mathbf J^2|JM\rangle=x_J|JM\rangle$, applying $\mathbf J^2$ a total of $k$ times multiplies each term by $x_J^k$. Taking the overlap with $|m_1m_2\rangle$ gives

$$
\langle m_1m_2|(\mathbf J^2)^k|m_1m_2\rangle=\sum_Jx_J^k\,p_J=S_k .
$$

The left side can be evaluated without knowing any coefficient. Since the two angular momenta commute,

$$
\mathbf J^2=\mathbf J_1^2+\mathbf J_2^2+2\,\mathbf J_1\cdot\mathbf J_2 .
$$

Let $J_{i\pm}=J_{ix}\pm iJ_{iy}$. Then

$$
J_{1+}J_{2-}=J_{1x}J_{2x}+J_{1y}J_{2y}
+i(J_{1y}J_{2x}-J_{1x}J_{2y}),
$$

and $J_{1-}J_{2+}$ has the same terms with the opposite sign in front of $i$. Their sum is $2(J_{1x}J_{2x}+J_{1y}J_{2y})$. Hence

$$
\mathbf J^2=\mathbf J_1^2+\mathbf J_2^2+2J_{1z}J_{2z}
+J_{1+}J_{2-}+J_{1-}J_{2+}.
$$

The first three terms multiply $|m_1m_2\rangle$ by $a_1$, $a_2$ and $2m_1m_2$. The fourth gives a multiple of $|m_1+1,m_2-1\rangle$ and the fifth a multiple of $|m_1-1,m_2+1\rangle$, or zero if that state does not exist. Both are orthogonal to $|m_1m_2\rangle$ and drop out of the mean. Therefore

$$
S_1=A,\qquad A=a_1+a_2+2m_1m_2,
$$

which is the required identity.

The term $2m_1m_2$ is the mean of $2\mathbf J_1\cdot\mathbf J_2$. The $z$ components contribute their product, while the transverse components contribute nothing on average. In the vector picture, the azimuthal angle between the two vectors is undetermined.

Two spins one-half give a quick application. For $m_1=\tfrac12$, $m_2=-\tfrac12$ we have $A=\tfrac34+\tfrac34-\tfrac12=1$. The allowed values are $J=0$ and $J=1$, with $x_0=0$ and $x_1=2$. Thus $2p_1=1$, and both squares equal $\tfrac12$.

### (b) Second moment

Since $\mathbf J^2$ is Hermitian,

$$
S_2=\langle m_1m_2|\mathbf J^2\,\mathbf J^2|m_1m_2\rangle
=\big\|\mathbf J^2|m_1m_2\rangle\big\|^2 .
$$

The vector inside has three mutually orthogonal parts, found in (a), so its squared length is the sum of three squared lengths. The ladder parts need the length of $J_\pm|jm\rangle$. From $[J_x,J_y]=iJ_z$,

$$
J_\mp J_\pm=J_x^2+J_y^2\pm i[J_x,J_y]
=\mathbf J^2-J_z^2\mp J_z .
$$

As $J_\mp$ is the adjoint of $J_\pm$, the mean of this operator is the squared length sought:

$$
\|J_\pm|jm\rangle\|^2=j(j+1)-m(m\pm1).
$$

It vanishes for $J_+$ at $m=j$ and for $J_-$ at $m=-j$, so the ends of the ranges need no separate treatment. We obtain

$$
S_2=A^2+U+D,
$$

$$
U=[a_1-m_1(m_1+1)]\,[a_2-m_2(m_2-1)],
$$

$$
D=[a_1-m_1(m_1-1)]\,[a_2-m_2(m_2+1)].
$$

To combine $U$ and $D$, set $P=a_1-m_1^2$ and $Q=a_2-m_2^2$. Then

$$
U=(P-m_1)(Q+m_2)=PQ+Pm_2-m_1Q-m_1m_2,
$$

$$
D=(P+m_1)(Q-m_2)=PQ-Pm_2+m_1Q-m_1m_2 .
$$

The middle terms cancel in the sum, leaving

$$
S_2=A^2+V,\qquad
V=2\big[(a_1-m_1^2)(a_2-m_2^2)-m_1m_2\big].
$$

Since $V=S_2-S_1^2$, it is the variance of $J(J+1)$ in the product state.

The leading part has a classical reading. $P$ and $Q$ are the mean squared transverse lengths of the two vectors. For classical vectors with a uniformly distributed relative azimuth $\varphi$, the fluctuating part of $\mathbf J^2$ is $2\sqrt{PQ}\cos\varphi$. The mean of $\cos^2\varphi$ is $\tfrac12$, so its variance is $4PQ\cdot\tfrac12=2PQ$. The remaining $-2m_1m_2$ is a quantum correction. It is relatively small when $PQ$ is much larger than $|m_1m_2|$, but it is as large as the classical term when both projections lie at the ends of their ranges and neither is zero. For $m_1=j_1$, $m_2=j_2$ we have $P=j_1$ and $Q=j_2$, and the correction cancels the classical term completely.

To find every case without spread, factor the ladder lengths:

$$
j(j+1)-m(m+1)=(j-m)(j+m+1),
$$

$$
j(j+1)-m(m-1)=(j+m)(j-m+1).
$$

The second factor on each right side is at least 1. Thus $U=0$ requires $m_1=j_1$ or $m_2=-j_2$, and $D=0$ requires $m_1=-j_1$ or $m_2=j_2$. Both $U$ and $D$ are non-negative, so $V=0$ requires both conditions. The four combinations give $j_1=0$, $j_2=0$, $M=j_1+j_2$ or $M=-(j_1+j_2)$. In these cases a single $J$ is allowed, and the product state is already an eigenstate of $\mathbf J^2$.

### (c) Checking the lists

Here $a_1=6$, $a_2=2$ and $m_1m_2=0$. The formulas give

$$
A=6+2+0=8,\qquad
V=2[(6-1)(2-0)-0]=20,\qquad
S_2=8^2+20=84 .
$$

The values of $x_J$ for $J=1,2,3$ are 2, 6 and 12. Each list adds to 1, so normalization rejects none of them.

For list A,

$$
S_1=2\cdot\tfrac16+6\cdot\tfrac3{10}+12\cdot\tfrac8{15}
=\tfrac{128}{15}\approx8.53 .
$$

This differs from 8, so list A is wrong. It is list C with its first two entries exchanged. Exchanging entries at $J$ and $K$ leaves $S_0$ unchanged but changes $S_1$ by $(x_K-x_J)(p_J-p_K)$. The first moment therefore detects an exchange of any two unequal entries.

For list B,

$$
S_1=\tfrac25+2+\tfrac{28}{5}=8,
$$

$$
S_2=4\cdot\tfrac15+36\cdot\tfrac13+144\cdot\tfrac7{15}
=\tfrac45+12+\tfrac{336}{5}=80 .
$$

List B passes the first two checks, but its second moment is 80 instead of 84. It too is wrong.

For list C,

$$
S_1=\tfrac35+1+\tfrac{32}{5}=8,\qquad
S_2=\tfrac65+6+\tfrac{384}{5}=84 .
$$

All three checks hold. To see whether another list could also pass them, choose one allowed $J$ and call the other two values of $x$ by the names $x'$ and $x''$. In the sum

$$
\sum_K(x_K-x')(x_K-x'')\,p_K
=S_2-(x'+x'')S_1+x'x''S_0,
$$

the left side contains a single nonzero term, the one with $K=J$. With $S_0=1$,

$$
p_J=\frac{S_2-(x'+x'')S_1+x'x''}{(x_J-x')(x_J-x'')} .
$$

The $x_J$ are all different, so the denominator is not zero. In the present case,

$$
p_1=\frac{84-18\cdot8+72}{(2-6)(2-12)}=\frac{12}{40}=\frac3{10},
$$

$$
p_2=\frac{84-14\cdot8+24}{(6-2)(6-12)}=\frac{-4}{-24}=\frac16,
$$

$$
p_3=\frac{84-8\cdot8+12}{(12-2)(12-6)}=\frac{32}{60}=\frac8{15}.
$$

List C is the only possible answer. For three allowed values of $J$, the moments settle the squares completely. For two values $S_0$ and $S_1$ suffice, and for one value $S_0$ does.

The checks say nothing about the signs of the coefficients, because only squares enter. A sign error must be found in another way. When at least two coupled states share the same $M$, their orthogonality exposes a single wrong sign in a nonzero coefficient. It does not expose a reversal of all coefficients of one coupled state, or of all coefficients of one product state, because such a reversal leaves the states orthonormal.

## Variation 1: where list B comes from

**Question.** The entries of list B are the statistical weights

$$
w_J=\frac{2J+1}{(2j_1+1)(2j_2+1)} .
$$

Why do they pass two checks, and what is their second moment in general?

**Solution.** Average $p_J$ over all product states, setting $p_J=0$ where $J$ is not allowed. For fixed $J$, the sum over $m_1,m_2$ adds the squared lengths of the $2J+1$ states $|JM\rangle$. Dividing by the number of product states gives $w_J$. The moments of $w_J$ are therefore the averages of $S_1$ and $S_2$ over $m_1$ and $m_2$.

Denote this average by a bar. The projections are symmetric about zero, so $\overline{m_i}=0$. The traces of $J_x^2$, $J_y^2$ and $J_z^2$ are equal by rotational symmetry and add to $(2j+1)j(j+1)$, so $\overline{m_i^2}=a_i/3$. As $m_1$ and $m_2$ are averaged independently, $\overline{m_1m_2}=0$. Consequently

$$
\overline A=a_1+a_2,\qquad
\overline{A^2}=(a_1+a_2)^2+4\cdot\frac{a_1}3\cdot\frac{a_2}3,
$$

$$
\overline V=2\cdot\frac{2a_1}3\cdot\frac{2a_2}3=\frac89a_1a_2 .
$$

Adding the last two results gives the second moment of the weights,

$$
\sum_Jx_J^2w_J=(a_1+a_2)^2+\frac43a_1a_2 .
$$

For $a_1=6$ and $a_2=2$ this is $64+16=80$, as found for list B.

The weights add to 1 over the full range of $J$, which is available when $|M|\le|j_1-j_2|$. If also $m_1m_2=0$, their first moment agrees with $A$. Both conditions hold in part (c), where $M=1$ and $|j_1-j_2|=1$. The first moment cannot then distinguish one product state from the average over all of them, whereas the second moment can respond to the difference in spread. It does not always do so. With $m_1=0$ and $j_1\neq0$ we have $S_2=(a_1+a_2)^2+2a_1(a_2-m_2^2)$, which equals the second moment of the weights when $m_2^2=a_2/3$. For $j_1=5$, $m_1=0$, $j_2=3$, $m_2=2$, where seven values of $J$ are allowed, the weights pass all three checks and still differ from the true squares by up to $0.12$.

## Variation 2: four values of J

**Question.** Take $j_1=j_2=\tfrac32$, $m_1=\tfrac12$, $m_2=-\tfrac12$. The correct squares for $J=0,1,2,3$ are $\tfrac14,\tfrac1{20},\tfrac14,\tfrac9{20}$. Can a wrong list pass all three checks, and would the third moment expose it?

**Solution.** The values of $x_J$ are 0, 2, 6 and 12. Let the errors in the four entries be $e_0,e_1,e_2,e_3$. They escape all three checks if

$$
e_0+e_1+e_2+e_3=0,
$$

$$
2e_1+6e_2+12e_3=0,\qquad
4e_1+36e_2+144e_3=0 .
$$

Put $e_3=t$. Dividing the second equation by 2 and the third by 4 gives $e_1+3e_2=-6t$ and $e_1+9e_2=-36t$. Subtraction gives $e_2=-5t$, then $e_1=9t$, and the first equation gives $e_0=-5t$. A whole family of errors is invisible. With $t=\tfrac1{100}$ the altered list is

$$
\tfrac15,\quad\tfrac7{50},\quad\tfrac15,\quad\tfrac{23}{50}.
$$

Its entries are non-negative, and its moments are $S_0=1$, $S_1=7$ and $S_2=74$, the same as those of the correct list. Passing the three checks is then necessary but not sufficient.

The third moment is $\langle v|\mathbf J^2|v\rangle$, where $|v\rangle=\mathbf J^2|m_1m_2\rangle$ is left unnormalized. Here $A=\tfrac{15}4+\tfrac{15}4-\tfrac12=7$, and the squared ladder lengths are $U=3\cdot3=9$ and $D=4\cdot4=16$, so $V=25$. The two neighbouring product states have diagonal elements of $\mathbf J^2$

$$
A_U=\tfrac{15}2+2\cdot\tfrac32\cdot\left(-\tfrac32\right)=3,
\qquad
A_D=\tfrac{15}2+2\cdot\left(-\tfrac12\right)\cdot\tfrac12=7 .
$$

These neighbours differ from each other by two units of $m_1$, so $\mathbf J^2$ does not connect them. Each is connected to the original state, and the two cross terms for each neighbour give $2AU$ and $2AD$. Therefore

$$
S_3=A^3+2A(U+D)+UA_U+DA_D
$$

$$
=343+350+27+112=832 .
$$

The altered list gives $4196/5=839.2$ and fails. The moments, lists A and B of part (c) and the altered list of this variation can be compared with the numerical output below.

## Numbers as computed

```
All numbers are dimensionless (hbar = 1)
Product states tested, j1 and j2 up to 5/2: 441
Three-entry tables rebuilt from moments: 111
Largest difference, 3j sum vs eigenvectors: 1.4e-15
Example 1: j1=2, j2=1, m1=1, m2=0
a1, a2 = 6 2
  J=1: J(J+1)=2, square=3/10 = 0.300000
  J=2: J(J+1)=6, square=1/6 = 0.166667
  J=3: J(J+1)=12, square=8/15 = 0.533333
Moments 0, 1, 2 from squares: 1 8 84
Formula: A, V, A^2+V = 8 20 84
Squares rebuilt from moments, J=1,2,3: 3/10 1/6 8/15
Swapped J=1,2 entries: 1/6 3/10 8/15
  moments 0, 1, 2: 1 128/15 1324/15
  first moment as decimal: 8.533333
Statistical weights, J=1,2,3: 1/5 1/3 7/15
  moments 0, 1, 2: 1 8 80
Example 2: j1=3/2, j2=3/2, m1=1/2, m2=-1/2
J values: 0 1 2 3
J(J+1) values: 0 2 6 12
True squares: 1/4 1/20 1/4 9/20
Altered squares: 1/5 7/50 1/5 23/50
Altered minus true: -1/20 9/100 -1/20 1/100
Formula: A, V, A^2+V = 7 25 74
True moments 0, 1, 2, 3: 1 7 74 832
Altered moments 0, 1, 2, 3: 1 7 74 4196/5
```
